**Orbital quenching: real states, cubic E levels and the moment restored by spin-orbit coupling**

For a real spin-free Hamiltonian, $L_k = -i(\mathbf r\times\nabla)_k$ (with $\hbar=1$) has zero expectation in every nondegenerate level, and in $O$, $T_d$ or $O_h$ symmetry it vanishes inside an $E$ level, because $\mathbf L$ transforms as $T_1$ and $E\times E = A_1+A_2+E$. The program builds the $d$-orbital matrices of $L_k$ by symbolic differentiation and quadrature and asserts that they match the ladder formulas, that the $E$ block is zero and that the $T_2$ block is minus the $p$ matrices. From representation matrices obtained by quadrature it asserts the decompositions of $E\times E$ and $T_2\times T_2$ and of their antisymmetric squares, the vanishing of the group-averaged projector for $E$, and the contrasting multiplicity one for the tetragonal pair $(yz,xz)$. It also asserts quenching in the nondegenerate levels of a particle on a sphere with an asymmetric potential, in the one- and twofold levels with $O_h$ and $T_d$ potentials and of a $d^2$ model with Racah parameters $B$, $C$, and the loss of quenching when a term in $L_z$ is added. For one $d$ electron with $H = \Delta P_{T_2}+\zeta\,\mathbf l\cdot\mathbf s$, where $\Delta$ is the $E$ to $T_2$ gap and $\zeta$ the spin-orbit constant, it compares a $10\times10$ diagonalization with the closed-form levels, with the shift $-3\zeta^2/2\Delta$ and with $\langle L_z\rangle = -4\zeta/\Delta$, $g_z = g_e-8\zeta/\Delta$, including the order of the remainders of the shift and of $\langle L_z\rangle$. With $\Delta = 10000$ and $\zeta = 200\ \text{cm}^{-1}$ the output shows an unsplit $E$ quartet shifted by $-6.057\ \text{cm}^{-1}$, a first-order $T_2$ splitting of $300\ \text{cm}^{-1}$, and $\langle L_z\rangle = -0.0809$, $g_z = 1.8397$ for the $x^2-y^2$ pair.

## Check in Python

```python
# Orbital quenching (hbar = 1).  Under test:
#  (A) a nondegenerate level of a real spin-free H is real up to a phase, <L_k> = 0;
#  (B) L_k vanishes inside a cubic E level: L transforms as T1, E x E = A1+A2+E;
#  (C) d1 with E lowest, H = Delta*P(T2) + zeta*l.s: no first-order effect in E,
#      shift -3 zeta^2/(2 Delta), <Lz> = -4 zeta/Delta and g = ge - 8 zeta/Delta
#      for x2-y2, <Lz> = 0 for z2 (first order in zeta/Delta).
# L_k = -i (r x grad)_k; R: 3x3 group element; D(R): its matrix on real d orbitals
# (order z2, x2-y2, yz, xz, xy); A = det(R) R; B, C: Racah parameters.
import itertools, math
import numpy as np
import sympy as sp
from scipy.special import lpmv
from scipy import constants as sc

rng = np.random.default_rng(1)
ct, wt = np.polynomial.legendre.leggauss(20)
CT, PH = [a.ravel() for a in np.meshgrid(ct, np.arange(40)*2*np.pi/40, indexing="ij")]
W = np.repeat(wt, 40)*2*np.pi/40
ST = np.sqrt(1 - CT**2)
pts = np.array([ST*np.cos(PH), ST*np.sin(PH), CT])
X, Y, Z = pts

def Ylm(l, m):
    if m < 0:
        return (-1)**abs(m)*np.conj(Ylm(l, -m))
    n = math.sqrt((2*l+1)/(4*np.pi)*math.factorial(l-m)/math.factorial(l+m))
    return n*lpmv(m, l, CT)*np.exp(1j*m*PH)

def ladder(lm):
    idx = {k: i for i, k in enumerate(lm)}
    Lp = np.zeros((len(lm), len(lm)), complex)
    for (l, m), i in idx.items():
        if m < l:
            Lp[idx[(l, m+1)], i] = math.sqrt(l*(l+1) - m*(m+1))
    return [(Lp+Lp.T)/2, (Lp-Lp.T)/2j, np.diag([complex(m) for l, m in lm])]

# L matrices from the differential operator
x, y, z = sp.symbols("x y z")
r = [x, y, z]
def ev(f, p):
    return sp.lambdify(r, f, "numpy")(*p) + 0*p[0]
def Ldef(polys):
    nrm = [math.sqrt(W @ ev(f, pts)**2) for f in polys]
    F = np.array([ev(f, pts)/n for f, n in zip(polys, nrm)])
    out = []
    for k in range(3):
        a, b = r[(k+1) % 3], r[(k+2) % 3]
        G = np.array([ev(sp.expand(a*sp.diff(f, b) - b*sp.diff(f, a)), pts)/n
                      for f, n in zip(polys, nrm)])
        out.append(-1j*(F*W) @ G.T)
    return F, nrm, np.array(out)
dpol = [2*z**2 - x**2 - y**2, x**2 - y**2, y*z, x*z, x*y]
Fd, nd, Ld = Ldef(dpol)
Lpo = Ldef([x, y, z])[2]
lm2 = [(2, m) for m in range(-2, 3)]
U = (np.conj([Ylm(*k) for k in lm2])*W) @ Fd.T
for k in range(3):
    assert np.allclose(U.conj().T @ ladder(lm2)[k] @ U, Ld[k], atol=1e-12)
    assert np.allclose(Ld[k], -Ld[k].T, atol=1e-12)
assert abs(Ld[:, :2, :2]).max() < 1e-12
assert np.allclose(Ld[:, 2:, 2:], -Lpo, atol=1e-12)
L2 = sum(a @ a for a in Ld).real
assert np.allclose(L2, 6*np.eye(5), atol=1e-12)
assert abs(Ld[2, 4, 1] - 2j) < 1e-12
print("d orbitals (hbar): max|L| in E block = %.1e, <L^2> = %.3f hbar^2"
      % (abs(Ld[:, :2, :2]).max(), L2[0, 0]))
print("Im<xy|Lz|x2-y2> = %.4f, Im<xz|Lz|yz> = %.4f" % (Ld[2, 4, 1].imag, Ld[2, 3, 2].imag))
print("Im<yz|Lx|x2-y2> = %.4f, Im<yz|Lx|z2> = %.4f" % (Ld[0, 2, 1].imag, Ld[0, 2, 0].imag))
print("Im<xz|Ly|x2-y2> = %.4f, Im<xz|Ly|z2> = %.4f" % (Ld[1, 3, 1].imag, Ld[1, 3, 0].imag))
print("Lz eigenvalues in (yz,xz):", np.round(np.linalg.eigvalsh(Ld[2, 2:4, 2:4]), 6))

# groups, characters, projectors
dfun = [sp.lambdify(r, f, "numpy") for f in dpol]
els = []
for p in itertools.permutations(range(3)):
    for s in itertools.product([1, -1], repeat=3):
        P = np.eye(3)[list(p)]
        R = np.diag(s) @ P
        D = (Fd*W) @ np.array([f(*(R.T @ pts))/n for f, n in zip(dfun, nd)]).T
        els.append(dict(R=R, D=D, A=np.linalg.det(R)*R, a2=np.linalg.det(P), s=np.prod(s)))
for e in els:
    for k in range(3):
        assert np.allclose(e["D"] @ Ld[k] @ e["D"].T,
                           np.einsum("jab,j->ab", Ld, e["A"][:, k]), atol=1e-12)
groups = {"O": [e for e in els if np.linalg.det(e["R"]) > 0],
          "Td": [e for e in els if e["s"] > 0], "Oh": els}
names = ["A1", "A2", "E", "T1", "T2"]
def chars(e):
    return [1, e["a2"], np.trace(e["D"][:2, :2]), np.trace(e["A"]), np.trace(e["D"][2:, 2:])]
fmt = lambda v: " ".join("%3d" % int(round(float(t))) for t in v)
want = {"E": ([1, 1, 1, 0, 0], [0, 1, 0, 0, 0]), "T2": ([1, 0, 1, 1, 1], [0, 0, 0, 1, 0])}
print("multiplicities of", names)
for g, G in groups.items():
    ch = np.array([chars(e) for e in G])
    assert np.allclose(ch.T @ ch/len(G), np.eye(5), atol=1e-12)
    for nm, sl in (("E", slice(0, 2)), ("T2", slice(2, 5))):
        c1 = np.array([np.trace(e["D"][sl, sl]) for e in G])
        c2 = np.array([np.trace(e["D"][sl, sl] @ e["D"][sl, sl]) for e in G])
        full, anti = ch.T @ c1**2/len(G), ch.T @ (c1**2 - c2)/2/len(G)
        assert np.allclose(full, want[nm][0]) and np.allclose(anti, want[nm][1])
        P = sum(np.kron(e["A"], np.kron(e["D"][sl, sl], e["D"][sl, sl])) for e in G)/len(G)
        T = Ld[:, sl, sl].ravel()
        assert np.allclose(P @ P, P) and np.allclose(P, P.T) and np.allclose(P @ T, T)
        assert abs(np.trace(P) - full[3]) < 1e-12
        if nm == "E":
            assert abs(P).max() < 1e-12
        print("%2s %2s x %2s:%s | antisym:%s" % (g, nm, nm, fmt(full), fmt(anti)))
cls = {}
for e in groups["O"]:
    diag = np.allclose(e["R"], np.diag(np.diag(e["R"])))
    key = {3: "E", 0: "C3", 1: "C4", -1: "C2" if diag else "C2'"}[int(round(np.trace(e["R"])))]
    cls.setdefault(key, []).append(chars(e))
    if key == "C2":
        assert np.allclose(e["D"][:2, :2], np.eye(2), atol=1e-12)
print("O class: size | chi", names, "| chi_E^2 | size*chi_T1*chi_E^2")
for k in ["E", "C3", "C2", "C4", "C2'"]:
    c = np.array(cls[k])
    assert np.allclose(c, c[0])
    print("%3s:%s |%s |%s |%s" % (k, fmt([len(c)]), fmt(c[0]), fmt([c[0, 2]**2]),
                                  fmt([len(c)*c[0, 3]*c[0, 2]**2])))
D4 = [e for e in groups["O"] if abs(e["R"][2, 2]) == 1]
n4 = np.mean([e["A"][2, 2]*np.trace(e["D"][2:4, 2:4])**2 for e in D4])
assert len(D4) == 8 and abs(n4 - 1) < 1e-12
print("D4: multiplicity of Lz irrep in (yz,xz)^2 = %.0f" % n4)

# particle on a sphere, H = l(l+1) + V, complex basis, dimensionless energy
lm = [(l, m) for l in range(9) for m in range(-l, l+1)]
Bas = np.array([Ylm(*k) for k in lm])
Ls = ladder(lm)
def solve(V, b=0.0):
    H = np.diag([l*(l+1.0) for l, m in lm]) + (Bas.conj()*W*V) @ Bas.T + b*Ls[2]
    return np.linalg.eigh((H + H.conj().T)/2)
def clusters(E, tol):
    cut = [0] + [i for i in range(1, len(E)) if E[i] - E[i-1] > tol] + [len(E)]
    return [slice(a, b) for a, b in zip(cut[:-1], cut[1:])]
def block(Lmats, v):
    return max(abs(np.linalg.eigvalsh(v.conj().T @ a @ v)).max() for a in Lmats)
Vas = 2*X + 1.3*Y + 3*Y*Z + 2.5*X*X*Z + 1.7*X*Y + 2.2*Z*Z
E, v = solve(Vas)
v = v*np.exp(2j*np.pi*rng.random(len(E)))
single = [c for c in clusters(E, 1e-3) if c.stop - c.start == 1 and c.start < 16]
assert len(single) >= 12
worstL = worstI = 0.0
for c in single:
    psi = v[:, c.start] @ Bas
    psi = psi*np.exp(-0.5j*np.angle(W @ psi**2))
    worstI = max(worstI, abs(psi.imag).max())
    worstL = max(worstL, block(Ls, v[:, c]))
assert worstI < 1e-7 and worstL < 1e-7   # rounding error divided by smallest gap
bfield = 0.5
Eb, vb = solve(Vas, bfield)
magL = max(block(Ls, vb[:, i:i+1]) for i in range(16))
assert magL > 0.1
print("asymmetric V: %d levels, max|Im psi| = %.0e, max|<L>| = %.0e hbar"
      % (len(single), worstI, worstL))
print("same V + %.1f Lz: max|<L>| = %.3f hbar" % (bfield, magL))
Voh = 8*(X**4 + Y**4 + Z**4) + 30*(X*Y*Z)**2
for nm, V in (("Oh", Voh), ("Td", Voh + 9*X*Y*Z)):
    E, v = solve(V)
    by = {1: [], 2: [], 3: []}
    for c in clusters(E, 1e-8):
        if c.start < 49:
            by[c.stop - c.start].append(block(Ls, v[:, c]))
    assert len(by[2]) >= 3 and max(by[1] + by[2]) < 1e-6 and max(by[3]) > 0.5
    print("%s V: %d doublets max|L| = %.0e, %d triplets max|L| = %.3f hbar"
          % (nm, len(by[2]), max(by[2]), len(by[3]), max(by[3])))

# two d electrons with Coulomb repulsion, E orbitals lowest
Delta, zeta, Br, Cr = 10000.0, 200.0, 700.0, 2800.0
Fk = {2: 49*Br + 7*Cr, 4: 63*Cr/5}
Vc = np.zeros((25, 25), complex)
for k in Fk:
    for q in range(-k, k+1):
        M = (Fd*W*Ylm(k, q)) @ Fd.T
        Vc += Fk[k]*4*np.pi/(2*k+1)*np.kron(M.conj().T, M)
I5, PT = np.eye(5), np.diag([0., 0, 1, 1, 1])
two = lambda a: np.kron(a, I5) + np.kron(I5, a)
Lt = [two(a) for a in Ld]
sw, su = np.linalg.eigh(np.eye(25).reshape(5, 5, 5, 5).transpose(1, 0, 2, 3).reshape(25, 25))
trip, sing = su[:, sw < 0], su[:, sw > 0]
Ef = np.linalg.eigvalsh(trip.T @ Vc @ trip)
assert abs(Ef[-1] - Ef[0] - 15*Br) < 1e-6
print("d2 model: Delta = %.0f, B = %.0f, C = %.0f cm^-1" % (Delta, Br, Cr))
E0 = None
for nm, S in (("triplet", trip), ("singlet", sing)):
    E, v = np.linalg.eigh(S.T @ (Vc + Delta*two(PT)) @ S)
    E0 = E[0] if E0 is None else E0
    cl = clusters(E, 1e-6)
    assert sorted(c.stop - c.start for c in cl) == (
        [1, 3, 3, 3] if nm == "triplet" else [1, 1, 2, 2, 3, 3, 3])
    for c in cl:
        n, b = c.stop - c.start, block(Lt, S @ v[:, c])
        assert n == 3 or b < 1e-9
        print(" %s deg %d E = %7.0f cm^-1 max|L| = %.3f hbar" % (nm, n, E[c.start] - E0, b))

# worked example: d1 with spin-orbit coupling
ge = abs(sc.physical_constants["electron g factor"][0])
meV = sc.h*sc.c*100/sc.e*1e3
s = [np.array([[0, 1], [1, 0]])/2, np.array([[0, -1j], [1j, 0]])/2, np.diag([.5, -.5])]
ls = sum(np.kron(a, b) for a, b in zip(Ld, s))
assert np.allclose(ls @ ls, 1.5*np.eye(10) - ls/2)
e1, t1 = np.linalg.eigvalsh(zeta*ls[:4, :4]), np.linalg.eigvalsh(zeta*ls[4:, 4:])
assert abs(e1).max() < 1e-9 and np.allclose(t1, [-zeta/2]*4 + [zeta]*2)
LZ, SZ = np.kron(Ld[2], np.eye(2)), np.kron(I5, s[2])
def exact(zt):
    E, v = np.linalg.eigh(Delta*np.kron(PT, np.eye(2)) + zt*ls)
    q = v[:, :4]
    m, u = np.linalg.eigh(q.conj().T @ (LZ + ge*SZ) @ q)
    w = q @ u
    lz = np.einsum("ai,ab,bi->i", w.conj(), LZ, w).real
    assert abs(w[2, 2]) > 0.99 and abs(w[0, 3]) > 0.99  # x2-y2 up, z2 up
    return E, 2*m[2], 2*m[3], lz[2], lz[3]
E, g1, g2, l1, l2 = exact(zeta)
Eh, _, _, l1h, _ = exact(zeta/2)
xr, sh2 = zeta/Delta, -1.5*zeta**2/Delta
a = Delta - zeta/2
root = math.sqrt(a*a + 6*zeta**2)
assert np.allclose(E, [(a-root)/2]*4 + [(a+root)/2]*4 + [Delta + zeta]*2, atol=1e-7)
assert abs((E[0] - sh2)/(Eh[0] - sh2/4) - 8) < 0.5      # third-order remainder
assert abs((l1 + 4*xr)/(l1h + 2*xr) - 4) < 0.3          # second-order remainder
assert abs(l1 + 4*xr) < 4*xr**2 and abs(l2) < 2*xr**2
assert abs(g1 - ge + 8*xr) < 10*xr**2 and abs(g2 - ge) < 5*xr**2
print("d1 model: Delta = %.0f, zeta = %.0f cm^-1, zeta/Delta = %.3f" % (Delta, zeta, xr))
print("ge = %.5f, 1 cm^-1 = %.6f meV" % (ge, meV))
print("first order E: max|shift| = %.0e cm^-1" % abs(e1).max())
print("first order T2: %.1f (x4), %.1f (x2) cm^-1" % (t1[0], t1[-1]))
print("first-order T2 splitting = %.1f cm^-1 = %.2f meV" % (t1[-1]-t1[0], (t1[-1]-t1[0])*meV))
print("E-T2 coupling zeta*sqrt(3/2) = %.2f cm^-1" % (zeta*math.sqrt(1.5)))
print("E shift second order = %.3f cm^-1 = %.3f meV" % (sh2, sh2*meV))
print("E shift exact = %.3f cm^-1 = %.3f meV" % (E[0], E[0]*meV))
print("exact T2 levels = %.2f (x4), %.2f (x2) cm^-1" % (E[4], E[9]))
print("x2-y2 up: <Lz> formula %.4f, exact %.4f hbar" % (-4*xr, l1))
print("x2-y2: g_z formula %.4f, exact %.4f" % (ge - 8*xr, g1))
print("z2 up: <Lz> exact %.5f hbar; g_z formula %.4f, exact %.4f" % (l2, ge, g2))
print("all tests passed")
```

Running it gives:

```
d orbitals (hbar): max|L| in E block = 3.1e-17, <L^2> = 6.000 hbar^2
Im<xy|Lz|x2-y2> = 2.0000, Im<xz|Lz|yz> = -1.0000
Im<yz|Lx|x2-y2> = -1.0000, Im<yz|Lx|z2> = -1.7321
Im<xz|Ly|x2-y2> = -1.0000, Im<xz|Ly|z2> = 1.7321
Lz eigenvalues in (yz,xz): [-1.  1.]
multiplicities of ['A1', 'A2', 'E', 'T1', 'T2']
 O  E x  E:  1   1   1   0   0 | antisym:  0   1   0   0   0
 O T2 x T2:  1   0   1   1   1 | antisym:  0   0   0   1   0
Td  E x  E:  1   1   1   0   0 | antisym:  0   1   0   0   0
Td T2 x T2:  1   0   1   1   1 | antisym:  0   0   0   1   0
Oh  E x  E:  1   1   1   0   0 | antisym:  0   1   0   0   0
Oh T2 x T2:  1   0   1   1   1 | antisym:  0   0   0   1   0
O class: size | chi ['A1', 'A2', 'E', 'T1', 'T2'] | chi_E^2 | size*chi_T1*chi_E^2
  E:  1 |  1   1   2   3   3 |  4 | 12
 C3:  8 |  1   1  -1   0   0 |  1 |  0
 C2:  3 |  1   1   2  -1  -1 |  4 |-12
 C4:  6 |  1  -1   0   1  -1 |  0 |  0
C2':  6 |  1  -1   0  -1   1 |  0 |  0
D4: multiplicity of Lz irrep in (yz,xz)^2 = 1
asymmetric V: 16 levels, max|Im psi| = 3e-13, max|<L>| = 2e-12 hbar
same V + 0.5 Lz: max|<L>| = 2.818 hbar
Oh V: 4 doublets max|L| = 1e-12, 12 triplets max|L| = 2.951 hbar
Td V: 4 doublets max|L| = 9e-13, 12 triplets max|L| = 2.952 hbar
d2 model: Delta = 10000, B = 700, C = 2800 cm^-1
 triplet deg 1 E =       0 cm^-1 max|L| = 0.000 hbar
 triplet deg 3 E =   10000 cm^-1 max|L| = 0.500 hbar
 triplet deg 3 E =   15661 cm^-1 max|L| = 0.863 hbar
 triplet deg 3 E =   24839 cm^-1 max|L| = 0.363 hbar
 singlet deg 2 E =   10920 cm^-1 max|L| = 0.000 hbar
 singlet deg 1 E =   18618 cm^-1 max|L| = 0.000 hbar
 singlet deg 3 E =   20676 cm^-1 max|L| = 0.193 hbar
 singlet deg 3 E =   24000 cm^-1 max|L| = 0.500 hbar
 singlet deg 2 E =   32180 cm^-1 max|L| = 0.000 hbar
 singlet deg 3 E =   32424 cm^-1 max|L| = 1.693 hbar
 singlet deg 1 E =   50382 cm^-1 max|L| = 0.000 hbar
d1 model: Delta = 10000, zeta = 200 cm^-1, zeta/Delta = 0.020
ge = 2.00232, 1 cm^-1 = 0.123984 meV
first order E: max|shift| = 4e-15 cm^-1
first order T2: -100.0 (x4), 200.0 (x2) cm^-1
first-order T2 splitting = 300.0 cm^-1 = 37.20 meV
E-T2 coupling zeta*sqrt(3/2) = 244.95 cm^-1
E shift second order = -6.000 cm^-1 = -0.744 meV
E shift exact = -6.057 cm^-1 = -0.751 meV
exact T2 levels = 9906.06 (x4), 10200.00 (x2) cm^-1
x2-y2 up: <Lz> formula -0.0800, exact -0.0809 hbar
x2-y2: g_z formula 1.8423, exact 1.8397
z2 up: <Lz> exact 0.00061 hbar; g_z formula 2.0023, exact 2.0011
all tests passed
```
